# Noise Amplification and Tikhonov Recovery of Relaxation-Time Spectra from Loss Data: a program that tests the result

```python
"""
Recovery of a relaxation-time spectrum g from dielectric loss data d.
Result under test: bare inversion amplifies noise at log-frequency wavenumber k
by (2/pi) cosh(pi k/2) -> exp(pi k/2)/pi.  Tikhonov recovery with penalty
alpha*integral(g^2) has gain K/(K^2+alpha), K = (pi/2) sech(pi k/2), which
follows that growth only up to a cutoff and never exceeds 1/(2 sqrt(alpha)).
Symbols: x = ln(omega tau0), y = -ln(tau/tau0), d = loss / relaxation strength,
g = spectrum per unit ln(tau), beta = Cole-Cole exponent, sigma = noise standard
deviation of d, h = sample spacing in x, W = width over which errors are summed.
"""
import numpy as np
from scipy.linalg import circulant
from scipy.optimize import minimize_scalar

pi = np.pi
beta, tau0, sigma = 0.7, 1.0e-3, 1.0e-3
points_per_decade, decades = 10, 12
h = np.log(10.0) / points_per_decade
n_points = points_per_decade * decades + 1
half = n_points // 2
x = h * (np.arange(n_points) - half)
central = slice(half - 40, half + 41)
W = h * len(x[central])


def kernel_hat(k):
    return (pi / 2) / np.cosh(pi * k / 2)


def spectrum(y):
    return np.sin(pi * beta) / (2 * pi * (np.cosh(beta * y) + np.cos(pi * beta)))


def spectrum_hat(k):
    return np.sinh(pi * k) / (beta * np.sinh(pi * k / beta))


def cole_cole_loss(log_frequency):
    """Loss taken from the complex permittivity itself."""
    return -np.imag(1 / (1 + (1j * np.exp(log_frequency)) ** beta))


# --- Fourier transforms by direct quadrature -------------------------------
du = 0.05
u = du * np.arange(-1200, 1201)
debye_kernel = 1 / (2 * np.cosh(u))


def transform(values, k):
    return du * np.cos(np.outer(np.atleast_1d(k), u)) @ values


k_table = np.array([1.0, 2.0, 4.0, 6.0, 7.0, 8.0])
k_numeric = transform(debye_kernel, k_table)
assert np.allclose(k_numeric, kernel_hat(k_table), rtol=1e-8, atol=0)
log_slope = np.log(k_numeric[-2] / k_numeric[-1])
assert abs(log_slope - pi / 2) < 1e-6
k_low = np.array([0.3, 1.0, 2.0, 4.0])
assert np.allclose(transform(spectrum(u), k_low), spectrum_hat(k_low), rtol=1e-8)
assert abs(du * spectrum(u).sum() - 1) < 1e-10

# --- Superposition of Debye losses and inversion by continuation -----------
x_test = np.array([-3.0, -0.7, 0.0, 1.4, 5.0])
superposed = np.array([du * np.sum(spectrum(u) / (2 * np.cosh(v - u)))
                       for v in x_test])
assert np.allclose(superposed, cole_cole_loss(x_test), rtol=1e-9)


def continued_loss(z):
    angle = pi * beta / 2
    return np.sin(angle) / (2 * (np.cosh(beta * z) + np.cos(angle)))


assert np.allclose(continued_loss(x_test), cole_cole_loss(x_test), rtol=1e-10)
continued = (continued_loss(x_test + 0.5j * pi)
             + continued_loss(x_test - 0.5j * pi)) / pi
assert np.allclose(continued, spectrum(x_test), rtol=1e-10)

# --- Asymptotic bias, noise and optimal regularization ---------------------
nu = 2 * (1 / beta - 1)
C = pi ** (-2 * nu) * (1 - nu) / (pi * beta**2 * np.sin(pi * nu))


def optimum(noise):
    D = W * noise**2 * h / pi**2
    a_opt = (D / (nu * C)) ** (1 / (1 + nu))
    return a_opt, (1 + nu) * C * a_opt**nu


dk = 0.01
k_mid = dk * (np.arange(4000) + 0.5)
K2_mid = kernel_hat(k_mid) ** 2
G2_mid = spectrum_hat(k_mid) ** 2


def bias_squared(a):
    return dk / pi * np.sum(G2_mid * (a / (K2_mid + a)) ** 2)


def gain_power(a):
    """Integral of the squared gain over all k."""
    return 2 * dk * np.sum(K2_mid / (K2_mid + a) ** 2)


def gain_power_closed(a):
    q = pi / 2
    return (np.arcsinh(q / np.sqrt(a)) / (q * q + a) ** 1.5
            + q / (a * (q * q + a)))


def noise_squared(a, noise):
    return W * noise**2 * h * gain_power(a) / (2 * pi)


def total_squared(a, noise):
    return bias_squared(a) + noise_squared(a, noise)


def numerical_optimum(noise):
    centre = np.log(optimum(noise)[0])
    fit = minimize_scalar(lambda s: total_squared(np.exp(s), noise),
                          bounds=(centre - 2, centre + 2), method="bounded")
    return np.exp(fit.x), fit.fun


alpha, error2_asymptotic = optimum(sigma)
for a in (1e-5, alpha, 0.3):
    assert abs(gain_power(a) / gain_power_closed(a) - 1) < 1e-8
assert abs(bias_squared(1e-6) / (C * 1e-6**nu) - 1) < 1e-4
assert abs(bias_squared(alpha) / (C * alpha**nu) - 1) < 0.03
alpha_num, error2_num = numerical_optimum(sigma)
assert abs(alpha_num / alpha - 1) < 0.05
assert abs(error2_num / error2_asymptotic - 1) < 0.03
rate = np.log(numerical_optimum(1e-5)[1] / numerical_optimum(1e-7)[1]) / np.log(100)
assert abs(rate - 2 * nu / (1 + nu)) < 1e-3

# --- Peak of the Tikhonov gain, from the quadrature transform --------------
k_cut = 2 / pi * np.arccosh(pi / (2 * np.sqrt(alpha)))
k_fine = np.arange(0, 8, 0.005)
K_fine = transform(debye_kernel, k_fine)
gain_fine = K_fine / (K_fine**2 + alpha)
assert abs(k_fine[np.argmax(gain_fine)] - k_cut) < 0.006
assert abs(gain_fine.max() * 2 * np.sqrt(alpha) - 1) < 1e-4

# --- Sinusoidal noise inverted on a periodic grid --------------------------
period = n_points * h
ring_column = h * sum(1 / (2 * np.cosh(h * np.arange(n_points) + m * period))
                      for m in range(-3, 4))
ring = circulant(ring_column)
ring_rows = []
for mode in (6, 11, 30):
    k = 2 * pi * mode / period
    wave = np.cos(k * x)
    bare = 2 * np.mean(wave * np.linalg.solve(ring, wave))
    damped = np.linalg.solve(ring.T @ ring + alpha * np.eye(n_points),
                             ring.T @ wave)
    damped = 2 * np.mean(wave * damped)
    K = kernel_hat(k)
    assert abs(bare * K - 1) < 1e-5
    assert abs(damped * (K * K + alpha) / K - 1) < 1e-5
    ring_rows.append((k, bare, damped))
tail_k, _, tail_gain = ring_rows[-1]
assert abs(tail_gain * alpha / pi * np.exp(pi * tail_k / 2) - 1) < 1e-3
ring_eigenvalues = np.fft.fft(ring_column).real
bare_noise = sigma * np.sqrt(np.mean(ring_eigenvalues ** -2.0))

# --- Finite record: Debye matrix from real frequencies and times -----------
omega = np.exp(x) / tau0
tau = tau0 * np.exp(-x)
product = np.outer(omega, tau)
A = h * product / (1 + product**2)
recovery = np.linalg.solve(A.T @ A + alpha * np.eye(n_points), A.T)
kappa = 2 / pi * np.arcsinh(pi / (2 * np.sqrt(alpha)))
resolution_row = (recovery @ A)[half] / h
safe_x = np.where(x == 0, 1.0, x)
shape = np.where(x == 0, kappa, np.sin(kappa * safe_x) / np.sinh(safe_x))
resolution_closed = np.tanh(pi * kappa / 2) * shape / pi
assert np.max(np.abs(resolution_row - resolution_closed)) < 1e-4
point_std = sigma * np.sqrt(h * gain_power_closed(alpha) / (2 * pi))
matrix_std = sigma * np.linalg.norm(recovery[half])
assert abs(matrix_std / point_std - 1) < 1e-3
simple_std = sigma * np.sqrt(h / alpha) / pi
assert abs(simple_std / point_std - 1) < 0.02

# --- Simulated noisy records -----------------------------------------------
rng = np.random.default_rng(1)
n_records = 4000
data = cole_cole_loss(x) + sigma * rng.standard_normal((n_records, n_points))
recovered = data @ recovery.T
true_g = spectrum(x)
errors2 = h * np.sum((recovered - true_g)[:, central] ** 2, axis=1)
error2_simulated = errors2.mean()
assert abs(error2_simulated / total_squared(alpha, sigma) - 1) < 0.03

# --- Worked example ---------------------------------------------------------
print(f"Cole-Cole exponent beta = {beta}; tau0 = {tau0:.1e} s")
print(f"noise sigma = {sigma:.1e} of relaxation strength")
print(f"points = {n_points}; spacing h = {h:.5f} neper")
print(f"omega range = {omega[0]:.1e} to {omega[-1]:.1e} rad/s")
print(f"evaluation: {len(x[central])} points, W = {W:.3f} neper")
print("bare gain: k (rad/neper), 1/K by quadrature, exp(pi k/2)/pi")
for k, K in zip(k_table, k_numeric):
    print(f"  {k:.0f}  {1 / K:.5e}  {np.exp(pi * k / 2) / pi:.5e}")
print(f"log slope of bare gain, k = 7 to 8: {log_slope:.7f} neper/rad")
k_decade = 2 * pi / np.log(10)
print(f"one cycle per decade: k = {k_decade:.4f} rad/neper")
print(f"  bare gain there = {1 / kernel_hat(k_decade):.3f}")
print(f"bias exponent nu = {nu:.5f}; bias constant C = {C:.5f}")
print(f"optimal alpha, formula = {alpha:.4e}")
print(f"optimal alpha, numerical = {alpha_num:.4e}")
print(f"gain peak at k_c = {k_cut:.4f} rad/neper")
print(f"peak Tikhonov gain = {1 / (2 * np.sqrt(alpha)):.4f}")
print("periodic grid: k (rad/neper), bare gain, Tikhonov gain")
for k, bare, damped in ring_rows:
    print(f"  {k:.4f}  {bare:.5e}  {damped:.5e}")
print(f"kappa = {kappa:.4f} rad/neper")
print(f"resolution pi/kappa = {pi / kappa:.4f} neper")
print(f"  = {pi / kappa / np.log(10):.4f} decade")
print(f"lowest value of resolution function = {resolution_row.min():.4f} per neper")
print(f"noise std of g at centre, closed form = {point_std:.4e}")
print(f"noise std of g at centre, matrix = {matrix_std:.4e}")
print(f"noise std of g, small-alpha form = {simple_std:.4e}")
print(f"rms noise of g, bare periodic inversion = {bare_noise:.3e}")
print("alpha/optimum, squared bias, squared noise error, root of sum")
for factor in (0.01, 1.0, 100.0):
    b2 = bias_squared(factor * alpha)
    n2 = noise_squared(factor * alpha, sigma)
    print(f"  {factor:g}  {b2:.4e}  {n2:.4e}  {np.sqrt(b2 + n2):.5f}")
print(f"root mean squared error, asymptotic = {np.sqrt(error2_asymptotic):.5f}")
print(f"  same, {n_records} simulated records = {np.sqrt(error2_simulated):.5f}")
print(f"squared error ~ sigma^p: p numerical = {rate:.5f}")
print(f"  p formula = {2 * nu / (1 + nu):.5f}")
print("one record: tau (s), true g, recovered g (per neper)")
for shift in (-20, -10, 0, 10, 20):
    j = half + shift
    print(f"  {tau[j]:.1e}  {true_g[j]:.5f}  {recovered[0, j]:.5f}")
print("every check passed")
```

Output:

```
Cole-Cole exponent beta = 0.7; tau0 = 1.0e-03 s
noise sigma = 1.0e-03 of relaxation strength
points = 121; spacing h = 0.23026 neper
omega range = 1.0e-03 to 1.0e+09 rad/s
evaluation: 81 points, W = 18.651 neper
bare gain: k (rad/neper), 1/K by quadrature, exp(pi k/2)/pi
  1  1.59739e+00  1.53122e+00
  2  7.37967e+00  7.36591e+00
  4  1.70453e+02  1.70452e+02
  6  3.94438e+03  3.94438e+03
  7  1.89744e+04  1.89744e+04
  8  9.12758e+04  9.12758e+04
log slope of bare gain, k = 7 to 8: 1.5707963 neper/rad
one cycle per decade: k = 2.7288 rad/neper
  bare gain there = 23.145
bias exponent nu = 0.85714; bias constant C = 0.03006
optimal alpha, formula = 2.6932e-03
optimal alpha, numerical = 2.6819e-03
gain peak at k_c = 2.6120 rad/neper
peak Tikhonov gain = 9.6347
periodic grid: k (rad/neper), bare gain, Tikhonov gain
  1.3531  2.70436e+00  2.65212e+00
  2.4807  1.56792e+01  9.43344e+00
  6.7655  1.31279e+04  2.82837e-02
kappa = 2.6124 rad/neper
resolution pi/kappa = 1.2026 neper
  = 0.5223 decade
lowest value of resolution function = -0.1159 per neper
noise std of g at centre, closed form = 2.9482e-03
noise std of g at centre, matrix = 2.9482e-03
noise std of g, small-alpha form = 2.9432e-03
rms noise of g, bare periodic inversion = 6.981e+04
alpha/optimum, squared bias, squared noise error, root of sum
  0.01  3.6394e-06  1.6158e-02  0.12713
  1  1.8926e-04  1.6211e-04  0.01874
  100  1.1533e-02  1.7325e-06  0.10740
root mean squared error, asymptotic = 0.01871
  same, 4000 simulated records = 0.01876
squared error ~ sigma^p: p numerical = 0.92309
  p formula = 0.92308
one record: tau (s), true g, recovered g (per neper)
  1.0e-01  0.01074  0.00868
  1.0e-02  0.06381  0.06173
  1.0e-03  0.31236  0.29774
  1.0e-04  0.06381  0.06113
  1.0e-05  0.01074  0.01028
every check passed
```
